The 4f hyperfine constant and the proportionality of A and g

A model ion with eleven 4f electrons in a rhombic crystal field has a ground doublet with principal g values 4.95, 13.75 and 0.96. Its principal hyperfine constants are 3079.7, 8550.5 and 596.3 MHz. Both sets vary by a factor of about 14, yet A/g is 621.9 MHz on every axis. If the magnetic field is turned by 10° from the axis of smallest g towards the axis with g = 4.95, however, the hyperfine splitting divided by the effective g is 1660 MHz in the high-field limit. The constant ratio comes from the form of the hyperfine operator inside a multiplet of fixed J. Its apparent failure comes from the anisotropy of g, which turns the electronic moment away from the applied field.

Take Hartree atomic units, in which the electron has charge −1, μ_B = 1/2 and μ₀/4π = α². The electrons are nonrelativistic with g_s = 2, and the nucleus is a fixed point with magnetic moment μ. Its vector potential is

A = α² μ×r/r³,

and one electron has the magnetic Hamiltonian (p + A)²/2 + s·B, with B = curl A. The term of second order in μ is dropped. The linear orbital term is (p·A + A·p)/2, and it equals A·p because div A = 0. The triple product then gives

A·p = α² (μ×r)·p/r³ = α² μ·(r×p)/r³ = α² μ·l/r³.

For the spin term, away from the origin div(r/r³) = 0, so

curl(μ×r/r³) = μ div(r/r³) − (μ·∇)(r/r³) = [3r̂(r̂·μ) − μ]/r³.

The contact term at the origin does not contribute, since a 4f orbital vanishes there as r³. Adding the two parts and summing over electrons gives

H_hf = α² μ·Σᵢ rᵢ⁻³ nᵢ,
n = l − s + 3r̂(r̂·s).

The nuclear moment is μ = g_N μ_N I with μ_N = 1/(2M_p), where M_p is the proton mass in electron masses. All 4f electrons are given the same radial function, so the radial factor comes out of the sum:

H_hf = [α² g_N ⟨r⁻³⟩/(2M_p)] I·N,
N = Σᵢ nᵢ.

What remains is the angular operator N. Consider first one electron. Inside a shell of fixed l, the symmetric traceless tensor r̂_a r̂_b − δ_ab/3 is of rank two. By the Wigner–Eckart theorem it is proportional to the tensor of the same kind built from l:

r̂_a r̂_b − δ_ab/3 = c [(l_a l_b + l_b l_a)/2 − δ_ab l(l+1)/3].

The zz element in the state m = l fixes c. The density there varies as sin^(2l)θ, which gives ⟨cos²θ⟩ = 1/(2l+3). The left side is therefore 1/(2l+3) − 1/3 = −2l/[3(2l+3)]. The right side is c[l² − l(l+1)/3] = c l(2l−1)/3. Hence

c = −2/[(2l−1)(2l+3)].

Now multiply the tensor by 3s_b and sum over b:

3r̂(r̂·s) − s = {2/[(2l−1)(2l+3)]} × [l(l+1)s − (3/2){l(l·s) + (l·s)l}].

For many electrons in one term LS, the dipolar sum is a tensor of rank one in spin space and rank two in orbital space. The Wigner–Eckart theorem, applied in each space separately, allows one such operator up to a factor. With the orbital part Σl = L,

N = L + ξ [L(L+1)S − (3/2){L(L·S) + (L·S)L}].

The factor ξ follows from one diagonal element of N_z. For the Hund ground term, the state M_S = S, M_L = L is a single determinant. In it the products containing S_x or S_y have zero expectation value, so the bracket contributes

S[L(L+1) − 3L²] = −S L(2L−1).

In the determinant the same quantity is a sum over occupied orbitals,

{2/[(2l−1)(2l+3)]} Σ m_s [l(l+1) − 3m²].

Let the shell be at most half full. The n electrons have m_s = 1/2 and m = l−k with k = 0, …, n−1, so that S = n/2 and L = n(2l+1−n)/2. The required sum is

Σ[3m² − l(l+1)]
= Σ[l(2l−1) − 6lk + 3k²]
= n l(2l−1) − 3l n(n−1) + n(n−1)(2n−1)/2
= (n/2)[4l² + 4l + 1 − 6ln − 3n + 2n²]
= (n/2)(2l+1−n)(2l+1−2n)
= L(2l+1−4S).

Equating the two expressions for the diagonal element gives

−L(2l+1−4S)/[(2l−1)(2l+3)] = −ξ S L(2L−1),

and therefore, for L > 0,

ξ = (2l+1−4S)/[S(2l−1)(2l+3)(2L−1)].

Beyond half filling, the complete spin-up half shell contributes nothing, because Σm² over all m is l(l+1)(2l+1)/3. There remain n′ = 2l+1−2S electrons with m_s = −1/2. The sum Σm_s[l(l+1) − 3m²] is then

(1/2)L(2l+1−2n′) = (1/2)L(4S−2l−1) = −(1/2)L(2l+1−4S).

This is the expression found below half filling, so the same ξ holds. For the half-filled shell L = 0, the rank-two orbital operator vanishes together with L, and N = 0. These operator identities were tested for 4f¹ to 4f¹³ against matrices built from determinants and angular quadrature.

Next restrict N to one multiplet J > 0. Every vector operator is there proportional to J, so N = N_J J, and the scalar product with J gives N_J = N·J/[J(J+1)]. Since J commutes with L·S,

[L(L·S)]·J = (L·J)(L·S),
[(L·S)L]·J = (L·S)(L·J).

The two are equal, because L·J = L² + L·S also commutes with L·S. Thus

N_J = {L·J + ξ[L(L+1)S·J − 3(L·S)(L·J)]}/[J(J+1)],

where the scalar products have the values

L·S = [J(J+1) − L(L+1) − S(S+1)]/2,
L·J = [J(J+1) + L(L+1) − S(S+1)]/2,
S·J = [J(J+1) − L(L+1) + S(S+1)]/2.

The hyperfine interaction inside the multiplet is A_J I·J, with

A_J = α² g_N ⟨r⁻³⟩ N_J/(2M_p).

A single electron provides a second route to N_J. In n·(l+s), the terms l·s and −s·l cancel, and 3(r̂·s)(r̂·l) vanishes because r̂·l = 0. The rest is l² − s² + 3(r̂·s)² = l² − 3/4 + 3/4. Hence N_j = l(l+1)/[j(j+1)], which is 48/35 for 4f¹ with j = 5/2. The 4f¹³ term has the same L, S and ξ, so the formula also serves there with J = 7/2 and gives 16/21.

For 4f¹¹, Hund's rules give L = 6, S = 3/2 and J = 15/2. Then ξ = 1/(1.5×5×9×11) = 2/1485, and the scalar products are L·S = 9, L·J = 51 and S·J = 12.75. With J(J+1) = 63.75,

N_J = [51 + (2/1485)(42×12.75 − 3×9×51)]/63.75
= (51 − 1.1333)/63.75 = 0.7822.

The orbital part alone would give 0.8000, so the dipolar part lowers the constant by about 2% of that value. Choose ⟨r⁻³⟩ = 10 a.u. and g_N = 1. The prefactor of N_J is then

5.3251×10⁻⁵ × 10/(2×1836.15) = 1.4501×10⁻⁷ hartree = 954.1 MHz,

and A_J = 954.1×0.7822 = 746.3 MHz, or 1.134×10⁻⁷ hartree.

The magnetic moment is projected in the same way. The Zeeman operator is μ_B B·(L+2S) = μ_B B·(J+S), and S becomes (S·J)J/[J(J+1)]. This gives L+2S → g_J J with

g_J = 1 + S·J/[J(J+1)] = 1 + 12.75/63.75 = 1.2.

The ratio A_J/g_J is 746.3/1.2 = 621.9 MHz, the number found on all three axes.

To see why a crystal field leaves this ratio alone, take a doublet made from states of this J and invariant under time reversal θ. Since θ reverses J_a, the sum of the expectation values of J_a over the two states equals its own negative, and the trace of J_a vanishes. A traceless Hermitian 2×2 matrix is a real combination of the three components of a pseudospin S̃ = 1/2:

J_a = Σ_b K_ab S̃_b.

Inserting this in g_J μ_B B·J + A_J I·J gives the spin Hamiltonian

H = μ_B B·g·S̃ + I·A·S̃,
g = g_J K,
A = A_J K,

and hence

A = (A_J/g_J) g.

The crystal field enters through K, which is common to both matrices. A different choice of basis in the doublet rotates the pseudospin and turns g into gR and A into AR. The relation survives, and A g⁻¹, where it exists, is the basis-independent multiple A_J/g_J of the unit matrix. The principal values are the square roots of the eigenvalues of g gᵀ and A Aᵀ, which share their axes. No symmetry of the crystal field has been used. In a numerical test with a field of no symmetry, all eight Kramers doublets of J = 15/2 obeyed the relation to rounding error.

For an even number of electrons, θ² = +1 on the states, and the two basis states can be chosen invariant under θ. In that basis the matrix of J_a is purely imaginary as well as Hermitian, so every component is a multiple of the same pseudospin matrix S̃_y. The matrix g then has rank at most one. For example, for 4f² (J = 4) in the crystal field J_z² + 0.005(J₊⁴ + J₋⁴), the lowest doublet, which lies above a singlet ground level, has g with the singular values 1.374, 0 and 0; the nonzero value depends on the field chosen. Here A g⁻¹ does not exist, but A = (A_J/g_J)g still holds, with zeros in the same places.

Some refinements change the constant without spoiling the proportionality. Core polarization, described by an added term −κS in N, becomes −κ(g_J−1)J inside the multiplet, so N_J is replaced by N_J − κ(g_J−1). For 4f⁷, where N_J = 0, this term supplies the whole constant within the model. A value of g_s different from 2 changes the spin part of g_J and multiplies the dipolar part of N by g_s/2. Both operators remain vectors proportional to J, so only the constants change.

In the example the crystal field acts on the LS term as

V = b[3L_z² − L(L+1) + η(L_x² − L_y²)], b > 0, η = 0.05.

Within J = 15/2 it has the same form in J, multiplied by a positive factor that does not affect the doublet states. At η = 0 the ground doublet is M = ±1/2. Since ⟨1/2|J₊|−1/2⟩ = J + 1/2 = 8, it has g_z = 1.2 and g_x = g_y = 1.2×8 = 9.6. The rhombic term (η/2)(J₊² + J₋²) connects M = 1/2 to M = −3/2 with matrix element (η/2)8√63. The energy denominator is 3(9/4 − 1/4) = 6 in the same units, so the admixture is δ = −(η/12)8√63, and it is the same for the partner state. To first order the matrix element of J₋ between the two doublet states becomes 2δ√63 = −84η, while that of J₊ stays at 8. The admixed M = ±5/2 states do not enter these elements at this order. Therefore

g_x ≈ g_J(8 − 84η) = 4.6,
g_y ≈ g_J(8 + 84η) = 14.6.

Diagonalization within the multiplet gives 4.95 and 13.75, with g_z = 0.96. The first-order estimate thus gives the right ordering and size, but its difference g_y − g_x = 10.1 exceeds the diagonalized value 8.8 by about 15% of the latter. The hyperfine constants follow the same pattern, for example 621.9×4.952 ≈ 3080 MHz along x.

The 10° result requires the splitting for a general field direction n. Let the Zeeman energy be large compared with the hyperfine energy but small compared with the crystal-field gap, and leave out the direct nuclear Zeeman term. The pseudospin is quantized along the unit vector u = gᵀn/|gᵀn|, and the observed g value is g(n) = |gᵀn|. In the two electronic levels the nucleus experiences ±(1/2)I·(Au), so adjacent nuclear levels are |Au|/2 apart, in opposite order. Transitions that leave the nuclear state unchanged are therefore spaced by

K(n) = |Au| = (A_J/g_J)|g gᵀn|/g(n).

With G = g gᵀ and g(n)² = n·Gn,

K(n)/g(n) = (A_J/g_J)|Gn|/(n·Gn) ≥ A_J/g_J.

The inequality is that of Cauchy, n·Gn ≤ |Gn|, and equality requires n to be an eigenvector of G. Its meaning is geometrical. In each electronic level the electronic moment lies along the line of gu = Gn/g(n), and so does the hyperfine field. The splitting measures the full length of this vector, while g(n) is its projection on the applied field. Hence K/g equals A_J/g_J divided by the cosine of the angle between the two lines. At θ = 10° from z towards x, the cosine is 621.9/1660 = 0.375. The moment is 68° away from the field, pulled towards the x axis by the larger g_x.

In the zx plane, |Gn|² − (n·Gn)² = (g_x² − g_z²)² sin²θ cos²θ. Writing t = tan²θ,

[K g_J/(g A_J)]² = 1 + (g_x² − g_z²)² t/(g_x² t + g_z²)².

This is largest at t = g_z²/g_x², where K/g = (A_J/g_J)(g_x² + g_z²)/(2g_x g_z). The maximum lies at θ = 11.0° with K/g ≈ 1666 MHz, so the direction chosen at the start is close to the worst one within the zx plane. In the zy plane the same expression, with g_y in place of g_x, has a larger maximum, about 4480 MHz at θ = 4.0°. In the zx plane the ratio has fallen to 848 MHz at 45°, and at 90° it is again 621.9 MHz. The formula for K(n) was tested at 0°, 10°, 45° and 90° by diagonalizing the whole J multiplet coupled to a nuclear spin 1/2. The agreement was within one part in a thousand, with the hyperfine coupling scaled far below the Zeeman energy and the latter far below the gap. With the constants of this model these conditions are demanding, since A_y is 8.55 GHz. For nuclear spin 1/2, a very large gap and the field at 10°, the two strongest lines give K/g ≈ 1790 MHz at a Zeeman splitting of 9.5 GHz, where the nominally forbidden lines carry about 16% of the intensity, 1672 MHz at 35 GHz and 1662 MHz at 95 GHz. A finite gap adds corrections through the excited doublets: for a gap of 37 cm⁻¹ the ratio along z is 607 MHz at 35 GHz and 589 MHz at 95 GHz instead of 622 MHz, although J is pure.

The matrix relation itself fails when the doublet is no longer of pure J. Let the LS term have the spin–orbit energy λL·S with λ < 0, which places J = 13/2 above the ground multiplet by 7.5|λ|. The crystal field V mixes this level into the doublet with an amplitude of order b/|λ|. Between different J the matrix elements of J vanish, so those of L+2S reduce to those of S. The elements of N contain the dipolar operator as well. By the Wigner–Eckart theorem they are again proportional to those of L+2S, but between J = 15/2 and J = 13/2 the factor is −0.922, whereas inside the ground multiplet it is N_J/g_J = 0.652. The anisotropy of A g⁻¹ can therefore begin at first order in b/|λ|. It does so here: doubling b/|λ| from 5×10⁻⁵ to 10⁻⁴ multiplies the spread among the three axes by 2.00.

At b/|λ| = 0.01, the ratio relative to A_J/g_J is 0.9986 along x, 0.9991 along y and 0.983 along z. The deviation is relatively largest where g is smallest. Multiplied by the pure-J g values, the three deviations are about 0.007, 0.012 and 0.017, which differ much less than the relative ones. The smallness of g_z is not by itself the cause of the large z deviation. When η is varied from 0 to 0.12 at small b/|λ|, g_z falls from 1.2 to 0.48 while the relative z deviation stays near 1.75 b/|λ|, so the absolute deviation shrinks along with g_z; at η = 0.12 the x axis, with g_x = 1.7, deviates by only 0.2 b/|λ|. At b/|λ| = 0.02 the z ratio is 0.966. These figures include mixing within the one LS term; admixture of other terms is left out. Spin–orbit mixing of terms keeps J a good quantum number and changes only g_J and N_J; it is the mixing of different J levels by the crystal field that spoils the proportionality. The numerical output lists N_J and g_J for the other Hund multiplets with J > 0.

Calculated quantities

```
Hund ground multiplets of 4f^n (dimensionless)
n= 1 L=3 S=1/2 J=5/2 g_J=6/7=0.85714 N_J=48/35=1.37143
n= 2 L=5 S=1 J=4 g_J=4/5=0.80000 N_J=296/225=1.31556
n= 3 L=6 S=3/2 J=9/2 g_J=8/11=0.72727 N_J=476/363=1.31129
n= 4 L=6 S=2 J=4 g_J=3/5=0.60000 N_J=224/165=1.35758
n= 5 L=5 S=5/2 J=5/2 g_J=2/7=0.28571 N_J=488/315=1.54921
n= 7 L=0 S=7/2 J=7/2 g_J=2=2.00000 N_J=0=0.00000
n= 8 L=3 S=3 J=6 g_J=3/2=1.50000 N_J=5/9=0.55556
n= 9 L=5 S=5/2 J=15/2 g_J=4/3=1.33333 N_J=32/45=0.71111
n=10 L=6 S=2 J=8 g_J=5/4=1.25000 N_J=23/30=0.76667
n=11 L=6 S=3/2 J=15/2 g_J=6/5=1.20000 N_J=176/225=0.78222
n=12 L=5 S=1 J=6 g_J=7/6=1.16667 N_J=7/9=0.77778
n=13 L=3 S=1/2 J=7/2 g_J=8/7=1.14286 N_J=16/21=0.76190
example 4f^11: <r^-3> = 10.0 a.u., g_N = 1.0
alpha^2 = 5.325135e-05, M_p = 1836.153 electron masses
xi = 2/1485 = 0.001347
prefactor of N_J = 1.45008e-07 hartree = 954.107 MHz
A_J = 1.13428e-07 hartree = 746.323 MHz
A_J/g_J = 621.936 MHz
Kramers doublets tested = 8, largest |A/prefactor - (N_J/g_J) g| = 2.7e-15
non-Kramers doublet of 4f^2: singular values of g = 1.3743, 0.0000, 0.0000
crystal field b[3Lz^2 - L(L+1) + eta(Lx^2 - Ly^2)], b > 0, eta = 0.05
gap above ground doublet, pure J = 4.2962 b
axis x: g = 4.9519, A = 3079.74 MHz, A/g = 621.936 MHz
axis y: g = 13.7482, A = 8550.53 MHz, A/g = 621.936 MHz
axis z: g = 0.9588, A = 596.32 MHz, A/g = 621.936 MHz
field in the zx plane, theta from z; K = hyperfine splitting
theta =  0 deg: g = 0.9588, K = 596.32 MHz, K/g = 621.94 MHz
theta = 10 deg: g = 1.2771, K = 2119.96 MHz, K/g = 1659.98 MHz
theta = 45 deg: g = 3.5665, K = 3025.71 MHz, K/g = 848.36 MHz
theta = 90 deg: g = 4.9519, K = 3079.74 MHz, K/g = 621.94 MHz
J mixing in the LS term: (A g^-1)/(A_J/g_J) along x, y, z
b/|lambda| = 0.001: 0.99986, 0.99991, 0.99825
b/|lambda| = 0.010: 0.99858, 0.99914, 0.98278
b/|lambda| = 0.020: 0.99715, 0.99830, 0.96610
spread at b/|lambda| = 1e-4 over spread at 5e-5 = 1.9998
```
